# One-parameter double hybrids from the adiabatic connection: MP2 weights a² and a³, part 2

A double hybrid mixes a fraction $a$ of Hartree–Fock exchange and some MP2 correlation into a density functional. The problem is whether theory ties the MP2 weight to $a$. We use Hartree atomic units (Eh = hartree), real wavefunctions and a nondegenerate closed-shell ground state.

With kinetic energy $\hat T$, repulsion $\hat W$ and $0<a\le1$,

$$F^a[n]=\min_{\Psi\to n}\langle\Psi|\hat T+a\hat W|\Psi\rangle=T_s+aE_{Hx}+E_c^a .$$

Here $\Phi_n$ is the Kohn–Sham determinant, $F^0=T_s$, $E_{Hx}=\langle\Phi_n|\hat W|\Phi_n\rangle=E_H+E_x$ and $E_c=E_c^1$. With $n_\gamma(\mathbf r)=\gamma^3n(\gamma\mathbf r)$ and $g(a)\equiv E_c[n_{1/a}]$, the complement $\bar E^a=F^1-F^a$ follows from

$$E_c^a=a^2g(a),\qquad \bar E^a=(1-a)E_{Hx}+E_c-a^2g(a).\tag{2}$$

Let $i,j$ be occupied, $k,l$ virtual, $\langle pq||rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle$, $\langle p|\hat v_{HF}|q\rangle=\sum_j\langle pj||qj\rangle$ and $\bar v=\delta\bar E^a/\delta n$. In the external potential $v$, the hybrid's orbitals satisfy

$$\big(-\tfrac12\nabla^2+v+a\hat v_{HF}+\bar v[n_\Phi]\big)\phi_p=\varepsilon_p\phi_p .\tag{3}$$

Perturbation theory in $\alpha a(\hat W-\hat V_{HF})$, with energy orders $E^{(m)}$, gives

$$E^{(2)}=a^2E_c^{MP2},\qquad E_c^{MP2}=\frac14\sum_{ijkl}\frac{|\langle ij||kl\rangle|^2}{\varepsilon_i+\varepsilon_j-\varepsilon_k-\varepsilon_l},\tag{5}$$

and the density-scaled double hybrid DS1DH:

$$E_{xc}=aE_x^{HF}+(1-a)E_x+E_c-a^2E_c[n_{1/a}]+a^2E_c^{MP2}.\tag{6}$$

Its correlation part is $C=E_c-a^2g+a^2E_c^{MP2}$. The constant model $g\approx E_c$ gives 1DH, $C=(1-a^2)E_c+a^2E_c^{MP2}$. The proportional model $g=aE_c$ gives $C=(1-a^3)E_c+a^2E_c^{MP2}$; its weights add to more than 1 for $0<a<1$, and it demands $g(0)=0$.

Below, $v_s$, $v_H$ and $v_{Hx}=\delta E_{Hx}/\delta n$ are the Kohn–Sham, Hartree and Hartree-exchange potentials, $\hat V$ with a label sums the matching potential over electrons, $\hat n$ is the density operator, and $E^a[v]$ is the ground-state energy at coupling $a$ in potential $v$.

The closing list also records two earlier checks: (2) for two electrons at nuclear charge $Z$ in s functions, and (5) for LiH, where `dD/dal` is the density matrix's first $\alpha$-derivative and the control replaces $\hat v_{HF}$ by $\frac34v_H$.

The question now is what $g(0)$ is in fact.

**A.** Follow the fixed-density path. The minimiser $\Psi^a$ of $F^a[n]$ is the ground state of $\hat T+a\hat W+\hat V^a$ with $v^a=-\delta F^a/\delta n$ up to a constant; I assume that $v^a$ exists and can be expanded in $a$. Stationarity under variations that keep $n$ gives $dF^a/da=\langle\Psi^a|\hat W|\Psi^a\rangle$, so

$$W_c^a\equiv\langle\Psi^a|\hat W|\Psi^a\rangle-E_{Hx}=\frac{d}{da}\big[a^2g(a)\big],\qquad E_c=\int_0^1W_c^a\,da .$$

At $a=0$, $\Psi^0=\Phi_n$ and $W_c^0=0$, so $F^a=T_s+aE_{Hx}+O(a^2)$ and $v^a=v_s-av_{Hx}+O(a^2)$. The first-order perturbation on the Kohn–Sham Hamiltonian is $a\hat U$ with $\hat U=\hat W-\hat V_{Hx}$, and $\Psi^a=\Phi_n+a\chi+\dots$ with $\chi=-\sum_K\Phi_K\langle\Phi_K|\hat U|\Phi_n\rangle/\Delta_K$, where $\Delta_K>0$ are Kohn–Sham excitation energies. Then $W_c^a=2a\langle\Phi_n|\hat W|\chi\rangle+O(a^2)$. The density is fixed, so $\langle\Phi_n|\hat n|\chi\rangle=0$ and the local $\hat V_{Hx}$ may be subtracted at no cost:

$$W_c^a=2aE_c^{GL2}+O(a^2),\qquad E_c^{GL2}=-\sum_K\frac{|\langle\Phi_K|\hat U|\Phi_n\rangle|^2}{\Delta_K}.$$

Comparing with $d(a^2g)/da=2ag(0)+O(a^2)$ gives $g(0)=E_c^{GL2}$, the second-order Görling–Levy energy. Each term is negative or zero, so it vanishes only if every matrix element does. Its doubles part has the form of (5) with Kohn–Sham orbitals and energies; its singles part has elements $\langle k|\hat v_{HF}-v_{Hx}|i\rangle$. For a two-electron singlet $\hat v_{HF}\phi=v_H\phi-\frac12v_H\phi$ and $v_{Hx}=\frac12v_H$, so the singles vanish. If the Kohn–Sham gap closes, denominators go to zero and the expansion does not apply.

**Q.** So the linear assumption must be an interpolation between $g(0)$ and $g(1)$.

**A.** Yes, the affine form $g\approx(1-a)E_c^{GL2}+aE_c$, correct at both ends. Then

$$C=E_c-a^2(1-a)E_c^{GL2}-a^3E_c+a^2E_c^{MP2}.$$

Split $a^2E_c^{MP2}=a^3E_c^{MP2}+a^2(1-a)E_c^{MP2}$:

$$C=(1-a^3)E_c+a^3E_c^{MP2}+a^2(1-a)\big(E_c^{MP2}-E_c^{GL2}\big).\tag{7}$$

Dropping the last term, a second approximation, gives the linearly scaled form LS1DH,

$$E_{xc}=aE_x^{HF}+(1-a)E_x+(1-a^3)E_c+a^3E_c^{MP2},$$

whose correlation weights add to 1. The meaning is that the leading part $a^2E_c^{GL2}$ of the correlation removed from the functional is what the perturbation term puts back, and the two cancel. The three sets of weights were also collected symbolically.

Three reservations apply. First, the affine complement contains $E_c^{GL2}[n]$, whose potential belongs in (3); by convention LS1DH omits it and takes orbitals from the functional without the MP2 term. Second, with exact functionals (3) tends to the Kohn–Sham equation as $a\to0$, so $E_c^{MP2}-E_c^{GL2}$ equals minus the singles term plus $O(a)$. The dropped term is then of order $a^2$ if singles survive, and for a two-electron singlet of order $a^3$, the same order as the retained $a^3(E_c^{MP2}-E_c)$. LS1DH is not a systematic truncation in $a$. Third, $T\ge T_s$ and $W\ge0$ give $F^a\ge T_s$, hence $g(a)\ge-E_{Hx}/a$. At $a=\frac12$ the affine value $\frac12(E_c^{GL2}+E_c)$ violates this bound once $|E_c^{GL2}+E_c|>4E_{Hx}$, so a straight line cannot describe a system whose $E_c^{GL2}$ grows without limit as the gap closes.

**Q.** How straight is $g(a)$ for a real atom?

**A.** Take helium in an even-tempered 16s6p3d Gaussian basis, with full CI energy $-2.902668$ hartree. This reference omits correlation in $l\ge3$ channels, relativity and nuclear motion. The correlation this basis misses is about $0.002$ hartree in $E_c^{GL2}$ and $E_c^{MP2}$ but about $0.001$ hartree in $E_c$, so the differences and percentages below are values for this basis, not converged values for helium. $F^a[n]$ at the full CI density was obtained as $\max_v\{E^a[v]-\int vn\}$ over a finite set of potentials. The tests are these: the $a=0$ density departs from the target by $2.1\times10^{-5}$ electrons; $T_s=2.866208$ hartree matches the von Weizsäcker integral; $E_{Hx}=1.024308$ hartree matches $E_H/2$; $\int W_c^a\,da$ reproduces $E_c=-0.041062$ hartree; and $g$ extrapolated linearly from two small couplings, $-0.046482$ hartree, matches the sum $E_c^{GL2}=-0.046486$ hartree. In hartree:

| $a$ | $g$ | affine | $aE_c$ | PBE |
|---|---|---|---|---|
| 0.25 | −0.045015 | −0.045130 | −0.010265 | −0.044509 |
| 0.50 | −0.043623 | −0.043774 | −0.020531 | −0.043836 |
| 0.75 | −0.042306 | −0.042418 | −0.030796 | −0.042873 |

At $a=\frac12$ the affine entry is $\frac12(-0.046486-0.041062)=-0.043774$. The largest deviations from $g$ at these three points are $0.000151$ (affine), $0.003953$ (constant) and $0.034749$ hartree (proportional), and this ranking is tested. In this basis the affine deviation is $2.8\%$ of the end-to-end change $0.046486-0.041062=0.005424$ hartree; with higher $l$ these grow to near $4\%$ and $0.0063$ hartree. Successive quarter steps raise $g$ by $0.00147$, $0.00139$, $0.00132$ and $0.00124$ hartree, so the sampled curve is concave and lies above the chord. The affine model implies $W_c^a=2aE_c^{GL2}+3a^2(E_c-E_c^{GL2})$, so $W_c^1=3E_c-E_c^{GL2}=-0.07670$ hartree, which is smaller in magnitude than the computed $-0.07728$ hartree by $0.75\%$ of the latter. This agrees with the concavity: $g'(1)=W_c^1-2E_c=0.00484$ hartree, below the chord slope $0.00542$.

**Q.** Then LS1DH should be far better founded than 1DH for helium.

**A.** As an approximation to (6) it is not, because of the second approximation. A model of $g$ shifts $C$ by $a^2(g-g_{\rm model})$. At $a=\frac12$, relative to the computed $g$:

- constant: $0.25(-0.043623+0.041062)=-0.00064$ hartree;
- affine: $0.25(-0.043623+0.043774)=+0.00004$ hartree;
- proportional: $0.25(-0.043623+0.020531)=-0.00577$ hartree.

The term dropped from (7), with the MP2 energy from PBE-based LS1DH orbitals, is $0.125(-0.040301+0.046486)=+0.00077$ hartree. Omitting it moves the affine shift to $0.00004-0.00077=-0.00073$ hartree, about the size of the 1DH shift. The dropped term is also larger than the retained $0.125(-0.040301+0.041062)=+0.00010$ hartree, whose size and sign are not significant, since $E_c^{MP2}-E_c=0.0008$ hartree is smaller than the correlation the basis misses. At $a=2^{-1/3}=0.7937$ the dropped term is $+0.00119$ hartree. The quotient $(E_c^{MP2}-E_c^{GL2})/a$ is $0.006185/0.5=0.0124$ and $0.009184/0.7937=0.0116$ hartree. The two values are similar, but they do not test the $O(a)$ estimate: as $a\to0$ these orbitals tend to the PBE ones, not the exact Kohn–Sham ones, so with them $E_c^{MP2}-E_c^{GL2}$ does not vanish in that limit; for helium it tends to about $-0.0007$ hartree. For this atom at $a=\frac12$, identifying MP2 with GL2 moves $C$ away from its value in (6) more than ten times as much as linearity does (some twenty times in this basis). These shifts are departures from (6), not errors against the exact energy. Equation (6) itself replaces $E_c^a=a^2g$ by $a^2E_c^{MP2}$, which puts its $C$ above $E_c$ by $0.25(-0.040301+0.043623)=+0.00083$ hartree. The negative shifts largely cancel this truncation error, leaving $C-E_c\approx+0.0002$ hartree for 1DH and $+0.0001$ hartree for LS1DH in this basis, where the MP2 energy from LS1DH orbitals is used throughout. These remainders lie within the basis error and cannot be told from zero.

**Q.** And the total energies?

**A.** With PBE for $E_x$ and $E_c$, the total is the self-consistent hybrid energy plus the weighted MP2 energy; for LS1DH at $a=\frac12$, $-2.892540+0.125(-0.040301)=-2.897578$ hartree. The last two columns give the total minus full CI in the same basis.

| model | $a$ | total (hartree) | error (hartree) | error (eV) |
|---|---|---|---|---|
| DS1DH | 0.5 | −2.89692 | +0.00575 | +0.156 |
| 1DH | 0.5 | −2.89741 | +0.00525 | +0.143 |
| LS1DH | 0.5 | −2.89758 | +0.00509 | +0.139 |
| proportional | 0.5 | −2.90262 | +0.00005 | +0.001 |
| LS1DH | 0.7937 | −2.89884 | +0.00383 | +0.104 |

The LS1DH rows carry the weights of PBE0-DH (exchange $\frac12$, MP2 $\frac18$) and PBE0-2 (exchange $2^{-1/3}$, MP2 $\frac12$). The comparison is uneven in one respect: full CI and MP2 lack the $l\ge3$ channels, while the PBE terms are not built from such channels. The errors are therefore not converged to the digits shown. With MP2 taken to the basis limit and the exact nonrelativistic energy as reference they become about $+0.0063$, $+0.0058$, $+0.0059$, $+0.0006$ and $+0.0040$ hartree, in the order of the table. The order of 1DH and LS1DH is then reversed, so it carries no meaning, and the proportional model is closer than LS1DH by a factor near ten.

**Q.** The model you rejected is the closest by two orders of magnitude. Does that not undo the argument?

**A.** It is a cancellation between errors, and the factor of a hundred holds only against full CI in this $l\le2$ basis, which lies about $0.001$ hartree above the exact nonrelativistic energy $-2.9037$ hartree. The proportional model shares orbitals and hybrid energy with LS1DH and differs by $(0.25-0.125)(-0.040301)=-0.00504$ hartree, which nearly equals the LS1DH error $+0.00509$ with opposite sign. That error does not sit in the correlation terms. Using the PBE correlation energy on the full CI density, $-0.041826$ hartree, in place of its value on the hybrid density, LS1DH has $C\approx0.875(-0.041826)+0.125(-0.040301)=-0.04164$ hartree, which is $0.0006$ below $E_c=-0.04106$. This difference is small, and since it is smaller than the correlation missing from the $l\le2$ reference, its sign is not significant. The proportional model has $C\approx-0.03660-0.01008=-0.0467$ hartree, $0.0056$ below $E_c$, or about $14\%$ of it. Its excess correlation offsets a positive error of between five and six millihartree elsewhere in the energy. My conjecture, not tested here, is that this error comes from the term $(1-a)E_x$ with PBE exchange too weak for the helium density. Agreement of one total energy therefore does not support $g=aE_c$, whose value at $a=0.25$ is $-0.0103$ hartree where the computed $g$ is $-0.0450$.

## Values computed for the example and the checks

```
s-only 2e ion: a = 0.6, Z = 2, Z/a = 3.3333
  Ec^a[n] = -0.005739 Eh; Ec[n_1/a] = -0.015941 Eh; a^2 Ec[n_1/a] = -0.005739 Eh
  int|n_1/a - n(Z/a)| = 1.8e-05 electrons
LiH/STO-3G, R = 3.0 bohr, PBE complement with density scaling
  a = 0.5: E0+E1 = -7.91144748 Eh; hybrid = -7.91144748 Eh
  a = 0.5: E2 = -0.00425200 Eh; MP2 = -0.01700799 Eh; a^2 MP2 = -0.00425200 Eh
  a = 0.5: max|dD/dal| = 4.7e-09
  a = 0.8: E0+E1 = -7.88616131 Eh; hybrid = -7.88616131 Eh
  a = 0.8: E2 = -0.00908156 Eh; MP2 = -0.01418994 Eh; a^2 MP2 = -0.00908156 Eh
  a = 0.8: max|dD/dal| = 1.5e-08
  control, reference (3/4)v_H, a = 0.8: max|dD/dal| = 9.16e-01
He 16s6p3d: exponents s 0.08*2^k, p 0.3*2.5^k, d 0.8*2.5^k bohr^-2
  E(FCI) = -2.902668 Eh; int|n_KS - n_FCI| = 2.1e-05 electrons
  Ts(Lieb) = 2.866208 Eh; Weizsaecker = 2.866208 Eh
  E_Hx = 1.024308 Eh; E_H/2 = 1.024308 Eh
  Ec = -0.041062 Eh; int Wc da = -0.041062 Eh
  GL2 sum = -0.046486 Eh; g(a->0) = -0.046482 Eh
  Wc(1) = -0.077282 Eh; affine 3Ec-GL2 = -0.076699 Eh
  Ec(PBE) on FCI density = -0.041826 Eh
  a=0.25: g=-0.045015 affine=-0.045130 prop=-0.010265 PBE=-0.044509 Eh
  a=0.5: g=-0.043623 affine=-0.043774 prop=-0.020531 PBE=-0.043836 Eh
  a=0.75: g=-0.042306 affine=-0.042418 prop=-0.030796 PBE=-0.042873 Eh
  max dev of g: affine 0.000151, constant 0.003953, prop 0.034749 Eh
weights 1DH: Ec 1 - a**2, MP2 a**2
weights LS1DH: Ec 1 - a**3, MP2 a**3
weights prop: Ec 1 - a**3, MP2 a**2
He double hybrids with PBE:
  DS1DH a=0.5000: w_Ec=1.0000 w_MP2=0.2500 hybrid=-2.886835 MP2=-0.040333 Eh
    total=-2.896919 Eh; minus FCI=+0.005749 Eh = +0.1564 eV
  1DH a=0.5000: w_Ec=0.7500 w_MP2=0.2500 hybrid=-2.887333 MP2=-0.040325 Eh
    total=-2.897414 Eh; minus FCI=+0.005253 Eh = +0.1430 eV
  LS1DH a=0.5000: w_Ec=0.8750 w_MP2=0.1250 hybrid=-2.892540 MP2=-0.040301 Eh
    total=-2.897578 Eh; minus FCI=+0.005090 Eh = +0.1385 eV
    dropped a^2(1-a)(MP2-GL2) = +0.000773 Eh
  prop a=0.5000: w_Ec=0.8750 w_MP2=0.2500 hybrid=-2.892540 MP2=-0.040301 Eh
    total=-2.902616 Eh; minus FCI=+0.000052 Eh = +0.0014 eV
  LS1DH a=0.7937: w_Ec=0.5000 w_MP2=0.5000 hybrid=-2.880186 MP2=-0.037302 Eh
    total=-2.898837 Eh; minus FCI=+0.003830 Eh = +0.1042 eV
    dropped a^2(1-a)(MP2-GL2) = +0.001194 Eh
```
